# Why an Upright Cylindrical Fermi Surface Shows No Surface-Scattering Size Effect: verification in Python

```python
# RESULT UNDER TEST: in a film with diffuse surfaces (normal z, current along x)
# a cylindrical Fermi surface with axis along z has no kinetic size effect,
# because v_z = 0. For v_z != 0 each state loses the fraction
#   L(x) = x*(1 - exp(-1/x)),  x = |v_z|*tau/d,
# of its bulk contribution; the film loss is the v_x^2-weighted mean of L.
# Symbols: d thickness, tau relaxation time, l = v_F*tau mean free path,
# c layer spacing, t interlayer hopping, tilt = angle of cylinder axis to z,
# rotated about x. Units inside: nm, fs, eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import identity, diags, kron, csc_matrix
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(7)
hbar = const.hbar / const.e * 1e15          # eV fs
k_fermi, v_fermi, path = 9.5, 0.75, 60.0    # 1/nm, nm/fs, nm
spacing, hopping = 0.6, 0.020               # nm, eV
thickness, temperature = 12.0, 300.0        # nm, K
line_width, tilt_example = 100.0, np.radians(1.0)
tau = path / v_fermi
thermal = const.k * temperature / const.e
mass = hbar * k_fermi / v_fermi             # eV fs^2 / nm^2
e_fermi = hbar**2 * k_fermi**2 / (2 * mass)
vz_max = 2 * hopping * spacing / hbar


def state_loss(x):
    return 0.0 if x == 0 else -x * np.expm1(-1 / x)


def loss_tilted(x):
    """Circular cylinder, x = l*sin(tilt)/d."""
    return 4 / np.pi * quad(lambda u: np.cos(u)**2
                            * state_loss(x * np.sin(u)), 0, np.pi / 2)[0]


def loss_warped(x):
    """Warped cylinder, x = vz_max*tau/d."""
    return 2 / np.pi * quad(lambda u: state_loss(x * np.sin(u)),
                            0, np.pi / 2)[0]


def loss_sphere(x):
    """Spherical Fermi surface, x = l/d."""
    return 1.5 * quad(lambda m: (1 - m * m) * state_loss(x * m), 0, 1)[0]


def trajectory_loss(vx, vz, weight, d):
    """Follow electrons back to the last bulk collision or surface hit."""
    z = d * rng.random(vx.size)
    free_time = rng.exponential(tau, vx.size)
    distance = np.where(vz > 0, z, d - z)
    with np.errstate(divide="ignore"):
        surface_time = distance / np.abs(vz)
    lost = free_time - np.minimum(free_time, surface_time)
    return np.sum(weight * vx**2 * lost) / np.sum(weight * vx**2 * free_time)


def sample_metal(tilt=0.0, hop=0.0, hexagonal=0.0, n=1000000):
    """Thermally weighted states; velocities by differentiating E(k)."""
    co, si = np.cos(tilt), np.sin(tilt)

    def energy(kx, ky, kz):
        k2, k3 = ky * co + kz * si, -ky * si + kz * co
        shape = 1 + hexagonal * np.cos(6 * np.arctan2(k2, kx))
        return (hbar**2 * (kx**2 + k2**2) / (2 * mass) * shape
                - 2 * hop * np.cos(k3 * spacing))

    half_window = 0.5                       # eV, many thermal widths
    e_plane = e_fermi + half_window * (2 * rng.random(n) - 1)
    k_plane = np.sqrt(2 * mass * e_plane) / hbar
    phi = 2 * np.pi * rng.random(n)
    k1, k2 = k_plane * np.cos(phi), k_plane * np.sin(phi)
    k3 = np.pi / spacing * (2 * rng.random(n) - 1)
    kx, ky, kz = k1, k2 * co - k3 * si, k2 * si + k3 * co
    step = 1e-4
    vx = (energy(kx + step, ky, kz) - energy(kx - step, ky, kz))
    vz = (energy(kx, ky, kz + step) - energy(kx, ky, kz - step))
    vx, vz = vx / (2 * step * hbar), vz / (2 * step * hbar)
    arg = (energy(kx, ky, kz) - e_fermi) / (2 * thermal)
    weight = 1 / (4 * thermal * np.cosh(arg)**2)
    volume = (np.pi * 2 * mass * 2 * half_window / hbar**2
              * 2 * np.pi / spacing)
    return vx, vz, weight, volume


def boltzmann_loss(tilt, l_over_d, forward, n_angle=36, n_z=300):
    """Upwind solution with in-scattering kernel 1 + forward*cos(angle).
    The constant part of the kernel acts on the mean of g, which is zero
    because g is odd under x -> -x, so it is dropped. Diffuse emission: g=0."""
    phi = 2 * np.pi * (np.arange(n_angle) + 0.5) / n_angle
    speed = l_over_d * np.sin(tilt) * np.sin(phi)
    collision = (np.eye(n_angle) - forward / n_angle
                 * np.cos(phi[:, None] - phi[None, :]))
    backward = diags([np.ones(n_z), -np.ones(n_z - 1)], [0, -1]) * n_z
    matrix = (kron(backward, diags(np.maximum(speed, 0)))
              + kron(backward.T, diags(np.maximum(-speed, 0)))
              + kron(identity(n_z), csc_matrix(collision)))
    g = spsolve(csc_matrix(matrix), np.tile(np.cos(phi), n_z))
    current = np.mean(g.reshape(n_z, n_angle) * np.cos(phi))
    bulk = 0.5 / (1 - forward / 2)
    return 1 - current / bulk


# Cylinder of hexagonal cross-section: no loss upright, loss when tilted
vx, vz, w, _ = sample_metal(hexagonal=0.05)
mc_upright = trajectory_loss(vx, vz, w, thickness)
assert abs(mc_upright) < 1e-12
vx, vz, w, _ = sample_metal(tilt=np.radians(20), hexagonal=0.05)
mc_hex_tilted = trajectory_loss(vx, vz, w, thickness)
assert mc_hex_tilted > 0.2

# Circular tilted cylinder, warped cylinder and sphere against trajectories;
# tolerances cover several standard errors of the random sampling
vx, vz, w, _ = sample_metal(tilt=np.radians(20))
mc_tilted = trajectory_loss(vx, vz, w, thickness)
th_tilted = loss_tilted(path * np.sin(np.radians(20)) / thickness)
assert abs(mc_tilted - th_tilted) < 0.012
vx, vz, w, volume = sample_metal(hop=hopping)
mc_warped = trajectory_loss(vx, vz, w, thickness)
th_warped = loss_warped(vz_max * tau / thickness)
assert abs(mc_warped - th_warped) < 0.008
direction = rng.normal(size=(3, 1000000))
direction *= v_fermi / np.linalg.norm(direction, axis=0)
mc_sphere = trajectory_loss(direction[0], direction[2],
                            np.ones(1000000), thickness)
th_sphere = loss_sphere(path / thickness)
assert abs(mc_sphere - th_sphere) < 0.01

# Bulk resistivity and anisotropy from the k-space sum
sigma_sum = (2 / (2 * np.pi)**3 * volume * np.mean(w * vx**2) * tau
             * const.e * 1e24)              # S/m
rho_bulk = const.h * spacing * 1e-9 / (const.e**2 * k_fermi * path)
assert abs(sigma_sum * rho_bulk - 1) < 0.02
anisotropy = (v_fermi / vz_max)**2
assert abs(np.sum(w * vx**2) / np.sum(w * vz**2) / anisotropy - 1) < 0.03

# Thick-film laws and the opposite order of limits
small = 1e-3
assert abs(loss_tilted(small) / small - 4 / (3 * np.pi)) < 1e-4
assert abs(loss_warped(small) / small - 2 / np.pi) < 1e-4
assert abs(loss_sphere(small) / small - 3 / 8) < 1e-4
assert loss_tilted(1e3) > 0.98

# Discretized Boltzmann equation, without and with anisotropic in-scattering
ratio_ld = path / thickness
bte_plain = boltzmann_loss(tilt_example, ratio_ld, 0.0)
th_tilt1 = loss_tilted(ratio_ld * np.sin(tilt_example))
assert abs(bte_plain / th_tilt1 - 1) < 0.02   # finite angular grid
bte_zero = boltzmann_loss(0.0, ratio_ld, 0.8)
bte_one = boltzmann_loss(tilt_example, ratio_ld, 0.8)
bte_two = boltzmann_loss(2 * tilt_example, ratio_ld, 0.8)
assert abs(bte_zero) < 1e-10 and bte_one > 0.01
assert abs(bte_two / bte_one - 2) < 0.1       # finite z grid

# Sizes of neglected effects
n_layers = int(round(thickness / spacing))
chain = -hopping * (np.eye(n_layers, k=1) + np.eye(n_layers, k=-1))
level_gap = np.max(np.diff(np.linalg.eigvalsh(chain)))
loss_dead = 2 / n_layers
loss_walls = loss_tilted(path / line_width)
rho = rho_bulk * 1e8                          # micro-ohm cm

print("INPUTS (rough, layered-metal regime)")
print(f"layer spacing c = {spacing:.2f} nm")
print(f"k_F = {k_fermi:.2f} 1/nm, v_F = {v_fermi:.2f} nm/fs")
print(f"mean free path l = {path:.0f} nm")
print(f"interlayer hopping t = {hopping*1e3:.0f} meV")
print(f"thickness d = {thickness:.0f} nm = {n_layers} layers")
print(f"temperature = {temperature:.0f} K")
print("DERIVED")
print(f"tau = {tau:.1f} fs, l/d = {ratio_ld:.2f}")
print(f"effective mass = {mass*const.e*1e-12/const.m_e:.3f} m_e")
print(f"E_F (parabolic) = {e_fermi:.3f} eV")
print(f"bulk resistivity = {rho:.3f} uOhm cm")
print(f"warped: max v_z = {vz_max:.4f} nm/fs")
print(f"warped: max v_z*tau = {vz_max*tau:.3f} nm")
print(f"warped: rho_z/rho_x = {anisotropy:.0f}")
print("LOSS OF CONDUCTIVITY AT d, diffuse surfaces")
print(f"upright cylinder (trajectories) = {100*mc_upright:.3f} %")
print(f"sphere, same l = {100*th_sphere:.2f} %")
print(f"sphere (trajectories) = {100*mc_sphere:.2f} %")
print(f"warped cylinder = {100*th_warped:.2f} %")
print(f"warped (trajectories) = {100*mc_warped:.2f} %")
print(f"cylinder tilted 1 deg = {100*th_tilt1:.2f} %")
print(f"tilted 1 deg (Boltzmann grid) = {100*bte_plain:.2f} %")
print(f"cylinder tilted 20 deg = {100*th_tilted:.2f} %")
print(f"tilted 20 deg (trajectories) = {100*mc_tilted:.2f} %")
print(f"hexagonal, 20 deg (traject.) = {100*mc_hex_tilted:.2f} %")
print(f"strip width at 1 deg = {thickness/np.sin(tilt_example):.0f} nm")
print("FILM RESISTIVITY AT d")
print(f"upright cylinder = {rho/(1-mc_upright):.3f} uOhm cm")
print(f"warped cylinder = {rho/(1-th_warped):.3f} uOhm cm")
print(f"sphere, same bulk value = {rho/(1-th_sphere):.3f} uOhm cm")
print("IN-SCATTERING TEST (forward weight 0.8)")
print(f"loss at 0, 1, 2 deg = {100*abs(bte_zero):.3f}, "
      f"{100*bte_one:.2f}, {100*bte_two:.2f} %")
print("LOSS IN % : d/nm, tilted 1 deg, warped, sphere")
for d in (6.0, 12.0, 24.0, 60.0):
    print(f"{d:4.0f} {100*loss_tilted(path*np.sin(tilt_example)/d):7.2f}"
          f" {100*loss_warped(vz_max*tau/d):7.2f}"
          f" {100*loss_sphere(path/d):7.2f}")
print("OTHER NEGLECTED EFFECTS")
print(f"two dead outer layers: loss = {100*loss_dead:.1f} %")
print(f"side walls, {line_width:.0f} nm line: loss = {100*loss_walls:.1f} %")
print(f"largest k_z level spacing = {level_gap*1e3:.2f} meV")
print(f"broadening hbar/tau = {hbar/tau*1e3:.2f} meV")
print(f"kT = {thermal*1e3:.1f} meV, kT/E_F = {100*thermal/e_fermi:.2f} %")
print("success")
```

It prints:

```
INPUTS (rough, layered-metal regime)
layer spacing c = 0.60 nm
k_F = 9.50 1/nm, v_F = 0.75 nm/fs
mean free path l = 60 nm
interlayer hopping t = 20 meV
thickness d = 12 nm = 20 layers
temperature = 300 K
DERIVED
tau = 80.0 fs, l/d = 5.00
effective mass = 1.466 m_e
E_F (parabolic) = 2.345 eV
bulk resistivity = 2.717 uOhm cm
warped: max v_z = 0.0365 nm/fs
warped: max v_z*tau = 2.917 nm
warped: rho_z/rho_x = 423
LOSS OF CONDUCTIVITY AT d, diffuse surfaces
upright cylinder (trajectories) = 0.000 %
sphere, same l = 67.70 %
sphere (trajectories) = 67.70 %
warped cylinder = 15.35 %
warped (trajectories) = 15.39 %
cylinder tilted 1 deg = 3.70 %
tilted 1 deg (Boltzmann grid) = 3.72 %
cylinder tilted 20 deg = 47.42 %
tilted 20 deg (trajectories) = 47.18 %
hexagonal, 20 deg (traject.) = 39.32 %
strip width at 1 deg = 688 nm
FILM RESISTIVITY AT d
upright cylinder = 2.717 uOhm cm
warped cylinder = 3.210 uOhm cm
sphere, same bulk value = 8.412 uOhm cm
IN-SCATTERING TEST (forward weight 0.8)
loss at 0, 1, 2 deg = 0.000, 5.56, 11.08 %
LOSS IN % : d/nm, tilted 1 deg, warped, sphere
   6    7.40   28.47   79.09
  12    3.70   15.35   67.70
  24    1.85    7.74   53.02
  60    0.74    3.10   31.61
OTHER NEGLECTED EFFECTS
two dead outer layers: loss = 10.0 %
side walls, 100 nm line: loss = 23.7 %
largest k_z level spacing = 5.98 meV
broadening hbar/tau = 8.23 meV
kT = 25.9 meV, kT/E_F = 1.10 %
success
```
